# Resonant tunnelling with dephasing through hafnia barriers: peak and area

## Problem

A 2 nm indium-oxide well lies between two hafnia barriers, 1.0 nm thick on the left and 1.2 nm on the right. The electrodes are tin-doped indium oxide. Take flat potentials, an effective mass of 0.2 electron masses in every layer, the band edge of the well level with that of the electrodes, barriers 2 eV above this edge, a Fermi energy of 0.6 eV above the same edge, and 300 K. These are rough typical values.

Matching the wavefunction and its slope at the interfaces, and searching numerically for the complex energy at which a wave leaves on both sides with none coming in, gives $E_0-i\Gamma_0/2$ with $E_0=271.1$ meV and $\Gamma_0=0.5033$ meV. Without dephasing, the transmission at the resonance is 0.709.

Electrons in the well also lose their phase memory, which adds a full width $\Gamma_\varphi=50$ meV to the level. They are not lost: each one stays in the well until it leaves through a barrier.

1. How do the peak transmission and the energy-integrated transmission depend on $\Gamma_\varphi$, with the dephased electrons counted?
2. What happens to the coherent part alone?
3. What does dephasing do to the conductance per area at small voltage?

All widths are full widths at half maximum. Transmission means the net flux reaching the right electrode at one energy, when states arriving from the left are full and those from the right are empty.

## First estimate by scaling

Electrons enter the level from a broad range of filled states at a rate of order $\Gamma_L/\hbar$, where $\Gamma_L$ is the part of $\Gamma_0$ due to the left barrier. Spreading the level in energy does not alter this rate if the filled states cover the whole line. Once inside, an electron leaves right or left in the ratio of the two barrier widths, and losing its phase does not alter that ratio. The area of the line should therefore survive.

The area is of order peak times width, $0.709\times0.503\ \text{meV}\approx0.36$ meV. Spread over about 50 meV, it gives a peak of

$$\frac{0.36\ \text{meV}}{50\ \text{meV}}\approx 7\times10^{-3}.$$

The coherent electrons are those that leave before they dephase, a fraction of about $\Gamma_0/\Gamma_\varphi\approx0.01$. Their peak should be near $7\times10^{-5}$.

## Exact solution of the one-level model

**The driven level.** Let $|a|^2$ be the population of the level and $|s|^2$ the incoming flux, in particles per unit time, through port $i$. Each port $j$ drains the population at the rate $\Gamma_j/\hbar$, with $\Gamma_j$ independent of energy. The sum of all port widths is $\Gamma$. Then

$$i\hbar\dot a=\left(E_0-\tfrac{i}{2}\Gamma\right)a+\sqrt{\hbar\Gamma_i}\,s,\qquad s\propto e^{-iEt/\hbar}.$$

The outgoing amplitude is $-i\sqrt{\Gamma_j/\hbar}\,a$ in every port, with $s$ added in port $i$. Flux conservation fixes the drive strength. The equation of motion gives

$$\frac{d|a|^2}{dt}=-\frac{\Gamma}{\hbar}|a|^2+2\sqrt{\frac{\Gamma_i}{\hbar}}\,\mathrm{Im}(a^*s),$$

while the total outgoing flux is

$$|s|^2+\frac{\Gamma}{\hbar}|a|^2-2\sqrt{\frac{\Gamma_i}{\hbar}}\,\mathrm{Im}(a^*s).$$

The two add up to $|s|^2$, as they must.

In the steady state $i\hbar\dot a=Ea$, so

$$a=\frac{\sqrt{\hbar\Gamma_i}\,s}{E-E_0+i\Gamma/2}.$$

The probability of going from port $i$ to a different port $j$ is the outgoing flux $\Gamma_j|a|^2/\hbar$ divided by $|s|^2$:

$$T_{ji}=\frac{\Gamma_i\Gamma_j}{D},\qquad D=(E-E_0)^2+\frac{\Gamma^2}{4}.$$

**Dephasing as a third port.** An electron that loses its phase leaves the coherent wave. Represent this by a port of width $\Gamma_\varphi$ that sends back, at the same energy and with no phase memory, as many electrons as it receives. Now $\Gamma=\Gamma_0+\Gamma_\varphi$ and $\Gamma_0=\Gamma_L+\Gamma_R$. The coherent transmission is

$$T_c=\frac{\Gamma_L\Gamma_R}{D}.$$

Let the states coming from the third port have occupation $f_\varphi$. The left electrode has occupation 1 and the right 0. Zero net current into the port requires

$$T_{\varphi L}(1-f_\varphi)+T_{\varphi R}(0-f_\varphi)=0,$$

and therefore

$$f_\varphi=\frac{T_{\varphi L}}{T_{\varphi L}+T_{\varphi R}}=\frac{\Gamma_L}{\Gamma_0}.$$

The common factor $\Gamma_\varphi/D$ has cancelled. The flux from this port to the right electrode is the incoherent transmission,

$$T_i=T_{R\varphi}f_\varphi=\frac{\Gamma_R\Gamma_\varphi}{D}\,\frac{\Gamma_L}{\Gamma_0}.$$

Adding the two parts gives

$$T=\frac{\Gamma_L\Gamma_R}{D}\left(1+\frac{\Gamma_\varphi}{\Gamma_0}\right)=\frac{\Gamma_L\Gamma_R}{\Gamma_0}\,\frac{\Gamma}{(E-E_0)^2+\Gamma^2/4}.$$

**Peak.** At $E=E_0$ the denominator is $\Gamma^2/4$, so

$$T(E_0)=\frac{4\Gamma_L\Gamma_R}{\Gamma_0\Gamma},\qquad T_c(E_0)=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}.$$

Without dephasing both equal $4\Gamma_L\Gamma_R/\Gamma_0^2$. Dephasing multiplies the total peak by $\Gamma_0/\Gamma$ and the coherent peak by $(\Gamma_0/\Gamma)^2$.

**Area.** With $x=E-E_0$,

$$\int_{-\infty}^{\infty}\frac{dx}{x^2+\Gamma^2/4}=\frac{2}{\Gamma}\left[\arctan\frac{2x}{\Gamma}\right]_{-\infty}^{\infty}=\frac{2\pi}{\Gamma}.$$

The factor $\Gamma$ in the numerator of $T$ cancels this $1/\Gamma$:

$$\int T\,dE=2\pi\frac{\Gamma_L\Gamma_R}{\Gamma_0}.$$

No $\Gamma_\varphi$ remains. The coherent part has no such numerator, and its area is $2\pi\Gamma_L\Gamma_R/\Gamma$, smaller by the factor $\Gamma_0/\Gamma$. The area rule thus depends on counting the electrons that come back. If one barrier is much thicker, say $\Gamma_R\ll\Gamma_L$, the total area tends to $2\pi\Gamma_R$: the thicker barrier sets the throughput.

**The same line from a noisy level.** Let the level energy fluctuate by $\xi(t)$, with zero mean and $\langle\xi(t)\xi(t')\rangle=\hbar\Gamma_\varphi\,\delta(t-t')$. In a time $dt$ the amplitude gains a random Gaussian phase of variance $\Gamma_\varphi dt/\hbar$. The mean phase factor is $e^{-\Gamma_\varphi dt/2\hbar}$, so $\langle a\rangle$ obeys the driven-level equation with the full width $\Gamma$. A phase does not change $|a|^2$, however, and the population still drains at $\Gamma_0/\hbar$. In the steady state the drain equals the supply:

$$\frac{\Gamma_0}{\hbar}\langle|a|^2\rangle=2\sqrt{\frac{\Gamma_L}{\hbar}}\,\mathrm{Im}\left(\langle a\rangle^*s\right).$$

From the steady amplitude,

$$\langle a\rangle^*s=\frac{\sqrt{\hbar\Gamma_L}\,|s|^2}{E-E_0-i\Gamma/2}=\sqrt{\hbar\Gamma_L}\,|s|^2\,\frac{E-E_0+i\Gamma/2}{D}.$$

Its imaginary part makes the supply $\Gamma_L\Gamma|s|^2/D$. Hence

$$T=\frac{\Gamma_R\langle|a|^2\rangle}{\hbar|s|^2}=\frac{\Gamma_L\Gamma_R}{\Gamma_0}\frac{\Gamma}{D},$$

the same line. Here the noise may change the electron's energy, so $T$ is summed over outgoing energies. In the third-port model the energy is kept.

## Numbers for the stack

The elastic peak fixes how $\Gamma_0$ divides between the barriers. From $4\Gamma_L\Gamma_R/\Gamma_0^2=0.709$ and $\Gamma_L+\Gamma_R=\Gamma_0$,

$$\Gamma_{L,R}=\frac{\Gamma_0}{2}\left(1\pm\sqrt{1-0.709}\right).$$

The larger value belongs to the thinner, left barrier: $\Gamma_L=0.387$ meV and $\Gamma_R=0.116$ meV. The area is

$$2\pi\,\frac{0.3874\times0.1159}{0.5033}\ \text{meV}=0.5605\ \text{meV},$$

with or without dephasing. The total width is $\Gamma=50.5$ meV, so $\Gamma_0/\Gamma=0.00997$. The total peak falls from 0.709 to 0.00707, and the coherent peak to $7.04\times10^{-5}$. The coherent area falls to 0.0056 meV.

**Conductance.** A small voltage selects states through $-\partial f/\partial E$, where $f$ is the Fermi function. Assume that the in-plane wavevector is conserved, also during dephasing. Because the mass is the same in all layers, the transmission then depends only on the energy $E$ of motion across the stack. The in-plane states number $m/2\pi\hbar^2$ per area, energy and spin, and

$$\int_0^\infty dE_\parallel\left[-f'(E+E_\parallel)\right]=f(E).$$

With $2e^2/h$ for the two spins, the conductance per area is

$$\frac{G}{A}=\frac{2e^2}{h}\,\frac{m}{2\pi\hbar^2}\int_0^\infty T(E)f(E)\,dE.$$

The level lies 329 meV below the Fermi energy, more than twelve times $k_BT$, so $f(E_0)\approx1$. If the whole area counts,

$$\frac{G}{A}=7.75\times10^{-5}\ \text{S}\times\frac{0.418}{\text{eV nm}^2}\times5.605\times10^{-4}\ \text{eV}=1.81\times10^{6}\ \text{S/cm}^2.$$

The dephased line does not fit fully into the filled band. A fraction

$$\frac12-\frac1\pi\arctan\frac{2E_0}{\Gamma}=3.0\%$$

lies below the band edge. The same expression with 329 meV in place of $E_0$ puts 2.4% above the Fermi energy. Numerical integration of the one-level line with $f$ gives $1.72\times10^6$ S/cm², lower by 5.5%, in line with the two lost tails.

## Comparison

The scaling estimate gave an area of 0.36 meV against 0.56 meV. The ratio is $\pi/2$, the area of a Lorentzian divided by its peak times its full width. This factor is common to the sharp and the broad line, so it drops out of the peak estimate. The estimated peaks are high by about 1% (total) and 2% (coherent) before rounding, because $\Gamma$ was replaced by $\Gamma_\varphi$.

The one-level solution can in turn be compared with the wave equation for the whole stack, which contains energy-dependent widths, higher levels and off-resonant tunnelling. Dephasing enters as a negative imaginary potential in the well. If $A_L$ and $A_R$ are the fractions absorbed from waves incident on the left and right, the zero-current condition returns

$$T_i=\frac{A_LA_R}{A_L+A_R}$$

to the right electrode. The potential is scaled to the 97% of the level that lies in the well, so that the added width is 50 meV. The total peak is then 0.00709 and the coherent peak $7.03\times10^{-5}$, within 0.4% of the one-level values.

For the area, weaker damping gives a cleaner comparison. A damping of 2 meV in the well lowers the peak to 0.207 of its elastic value. The area within 100 meV on either side of $E_0$ changes only from 0.560 to 0.557 meV. A Lorentzian of width $\Gamma$ has a fraction of about $\Gamma/(\pi\times100\ \text{meV})$ outside this window, 0.8% with damping and 0.2% without, which is enough to explain the small loss.

At 50 meV the conductance from the wave equation is $1.82\times10^6$ S/cm² without dephasing and $1.86\times10^6$ S/cm² with it. It rises by 1.7%, whereas the one-level model predicts a fall of 5.5%. The main cause is the growth of the widths with energy. If each width is scaled as $\sqrt{E}$ times the transmission of its own barrier, the one-level formula gives $1.85\times10^6$ S/cm² with dephasing. This scaling is a rough rule: without the factor $\sqrt{E}$ the result is $1.78\times10^6$ S/cm². The close agreement also holds for the integral only. In the tails the errors partly cancel: the wave-equation transmission is 1.9 times the scaled line at 0.15 eV, 0.83 times it at 0.35 to 0.45 eV and 1.7 times it at 0.65 eV. The coherent part is $2.6\times10^4$ S/cm². The one-level coherent line, integrated with the same occupation, gives $1.72\times10^6\times\Gamma_0/\Gamma=1.7\times10^4$ S/cm². Scaling the widths in the same way raises the one-level value to $2.5\times10^4$ S/cm², which accounts for most of the difference.

## Where the area rule fails

If the widths vary with energy, the integral becomes an average of $\Gamma_L\Gamma_R/\Gamma_0$ over the line, and a broader line samples a wider range. The occupation matters in the same way. Suppose the level lies an energy $\Delta$ above the Fermi energy, with $\Delta\gg k_BT,\Gamma$, and the band edge far below. The sharp line carries a weight of about $e^{-\Delta/k_BT}$, plus a small tail of its own, $\Gamma_0/(2\pi\Delta)$. The tail of the broad line below the Fermi energy has the weight

$$\int_\Delta^\infty\frac{\Gamma}{2\pi x^2}\,dx=\frac{\Gamma}{2\pi\Delta},$$

which can be far larger. In this model dephasing then raises the current, and the result rests on the far Lorentzian tail, where white noise is least trustworthy as a description of a real environment.

## The real stack

At 10 mV the model passes $1.9\times10^4$ A/cm², far too much for a storage capacitor. Even if the whole 10 mV fell across the thinner barrier, it would add a field of only 0.1 MV/cm, well below a breakdown field of several MV/cm. Warming to 358 K, with the Fermi energy and $\Gamma_\varphi$ held fixed, changes the conductance by 0.1%. A dephasing width of 50 meV means a time $\hbar/\Gamma_\varphi=13$ fs. If this were also the momentum relaxation time, the mobility would be 116 cm²/Vs, a high value for a thin oxide film.

Real layers break the assumption of uniform, flat potentials. Lowering both barriers by 0.1 eV raises the area by 24%. Thinning the well by 0.1 nm raises the level by about 22 meV, close to the half-width $\Gamma/2=25$ meV of the dephased line. With the electrodes' doping, the well would hold $3.8\times10^{13}$ donors but only $2.7\times10^{13}$ electrons per cm²; a linear screening estimate with ideal-metal electrodes lowers the level by about 36 meV. The real electrodes screen over about 1 nm, comparable with the barrier thickness, and their electrons are depleted next to the barriers. The shift is then larger: solving the Schrödinger and Poisson equations together, with a relative permittivity of 9 in the electrodes and the well, lowers both the level and the barriers by roughly 0.1 eV. The flat-potential numbers therefore illustrate the area rule and are not a prediction for a device. Each 1 µC/cm² of uncompensated polarisation puts 56 mV across the left barrier, for a relative permittivity of 20. Defect-assisted leakage with strong lattice relaxation, image forces and in-plane scattering are outside this calculation.
